# Retarded Self-Energy and Broadening of a Semi-Infinite Chain

## What dimensions and symmetry fix

A device is joined to a long uniform wire, the lead. We want to remove the lead from the equations and keep its effect on the device. The lead is a chain of sites \(n=1,2,\dots\) with spacing \(a\), on-site energy \(e_0\) and real hopping \(h\neq0\) between neighbours. The last device site, \(n=0\), is joined to site 1 by the same hopping \(h\).

The effect of the lead on site 0 is an added energy \(\Sigma(E)\), the self-energy. It can depend only on \(x=E-e_0\) and \(h\), both energies, so

\[
\Sigma=h\,F(x/h)
\]

with a dimensionless function \(F\). Changing the sign of the amplitude on every odd lead site turns \(h\) into \(-h\) on all lead bonds and on the contact bond, but leaves site 0 untouched. Hence \(\Sigma\) depends on \(h^2\), not on the sign of \(h\).

The leakage into the lead can be estimated in the same spirit. A wave with probability \(|\psi|^2\) per site has line density \(|\psi|^2/a\). If it moves at speed \(v\), it carries the current \(v|\psi|^2/a\). The corresponding rate \(v/a\) becomes an energy when multiplied by \(\hbar\), which suggests a broadening \(\hbar v/a\). The derivation below finds \(F\) and confirms this factor.

The model has one orbital per site, orthogonal orbitals, nearest-neighbour hopping and no scattering in the lead. States vary in time as \(e^{-iEt/\hbar}\), and the retarded functions are the limit \(E+i\eta\), \(\eta\to0^+\).

## Eliminating the lead

Let \(z=E+i\eta\). Split the Hamiltonian into a device part \(H_D\), a lead part \(H_L\) and a coupling \(V\) from lead to device. The Green function obeys \((z-H)G=1\). The two blocks of this equation that start from a device site are

\[
(z-H_D)G_{DD}-VG_{LD}=1,\qquad
-V^\dagger G_{DD}+(z-H_L)G_{LD}=0 .
\]

The second gives \(G_{LD}=gV^\dagger G_{DD}\), where \(g=(z-H_L)^{-1}\) belongs to the isolated lead. Inserting this in the first gives

\[
\left(z-H_D-VgV^\dagger\right)G_{DD}=1 .
\]

No approximation has been made. The coupling has a single nonzero element, \(V_{01}=h\), so the added term acts on site 0 alone:

\[
\Sigma=h^2g_{11}.
\]

## Solving for the end of the chain

Apply the same elimination inside the lead, treating site 1 as a one-site device. What remains, sites \(2,3,\dots\), is again a semi-infinite chain with the same end function \(g_{11}\). Therefore

\[
(x-h^2g_{11})\,g_{11}=1 .
\]

Multiplying by \(h^2\) and using \(\Sigma=h^2g_{11}\) gives

\[
\Sigma^2-x\Sigma+h^2=0 .
\]

Set \(\Sigma=hL\) and divide by \(h^2L\):

\[
L+\frac1L=\frac{x}{h}.
\]

If \(L\) is a root, so is \(1/L\). The quadratic alone cannot say which one is physical.

To decide, keep \(\operatorname{Im}x=\eta>0\) and look at the response along the lead, \(g_{n1}\). For \(n\ge2\) it obeys

\[
x\,g_{n1}=h\,(g_{n-1,1}+g_{n+1,1}),
\]

whose solutions are combinations of \(L^n\) and \(L^{-n}\). Neither root has modulus one: if \(|L|=1\), then \(L+1/L=2\operatorname{Re}L\) would be real, while \(x/h\) is not. As the product of the roots is one, exactly one of them has \(|L|<1\); call that one \(L\).

For a Hermitian \(H_L\) the norm of \(g\) is at most \(1/\eta\), so the response must be square-summable. This excludes \(L^{-n}\) and leaves \(g_{n1}=AL^n\). The equation at site 1 fixes \(A\):

\[
1=xg_{11}-hg_{21}=A(xL-hL^2)=Ah ,
\]

where \(xL=hL^2+h\) was used. Thus \(g_{11}=L/h\) and \(\Sigma=h^2g_{11}=hL\), with the decaying root.

## Inside the band: the outgoing Bloch phase

A Bloch wave \(\psi_n\propto e^{ikna}\) in the chain has the energy

\[
E=e_0+2h\cos ka ,
\]

so the band covers \(|x|\le2|h|\). For real \(x\) inside it, \(L=e^{ika}\) solves the equation for \(L\), but so does \(e^{-ika}\). Both have modulus one, and the limit from complex energy must choose.

Let the energy be \(E+i\eta\) and the wave number \(k+i\kappa\). To first order,

\[
E(k+i\kappa)=E(k)+i\kappa\frac{dE}{dk}=E+i\hbar v\kappa,
\qquad\text{so}\qquad \kappa=\frac{\eta}{\hbar v}.
\]

Since \(|L|=e^{-\kappa a}\), decay into the lead requires \(v>0\). The retarded root is the wave whose group velocity points away from the device:

\[
\boxed{\;\Sigma=h\,e^{ika},\qquad v(k)>0\;}
\]

The group velocity follows from the band:

\[
\hbar v=\frac{dE}{dk}=-2ha\sin ka .
\]

The broadening is defined as \(\Gamma=-2\operatorname{Im}\Sigma\). Hence

\[
\boxed{\;\Gamma=-2h\sin ka=\frac{\hbar v}{a}\;}
\]

"Hopping" here means the signed matrix element. For \(h=-t\) with \(t>0\), the outgoing wave has \(0<ka<\pi\) and \(\Sigma=-t\,e^{ika}\). For \(h>0\) it has \(-\pi<ka<0\). In both cases \(\operatorname{Re}\Sigma=h\cos ka=x/2\) and the imaginary part is negative, so

\[
\Sigma=\frac x2-i\sqrt{h^2-\frac{x^2}{4}},
\]

which depends on \(h^2\), as the symmetry argument required.

## Outside the band

For real \(|x|>2|h|\) the two roots are real, and the one of smaller modulus gives

\[
\Sigma=\frac x2-\operatorname{sgn}(x)\sqrt{\frac{x^2}{4}-h^2}.
\]

It has no imaginary part, so \(\Gamma=0\): the lead shifts the energy of site 0 but carries nothing away. The amplitude in the lead falls by the factor \(|L|\) per site. Far from the band, \(\sqrt{x^2/4-h^2}\approx|x|/2-h^2/|x|\), and \(\Sigma\approx h^2/x\), the level shift of second-order perturbation theory.

At the band edges \(v\) and \(\Gamma\) both vanish. With \(h=-t\) and \(\varepsilon\) the energy above the band bottom, \(x=\varepsilon-2t\), and

\[
\Gamma=\sqrt{4t^2-(\varepsilon-2t)^2}=\sqrt{4t\varepsilon-\varepsilon^2}.
\]

Just above the bottom this grows as \(2\sqrt{t\varepsilon}\). Treating \(\Gamma\) as a constant is therefore poor near an edge.

## What the broadening measures

For \(n\ge1\) the Schrödinger equation is \(i\hbar\dot\psi_n=e_0\psi_n+h(\psi_{n-1}+\psi_{n+1})\). Multiplying by \(\psi_n^*\) and taking the imaginary part gives

\[
\frac{d|\psi_n|^2}{dt}=J_n-J_{n+1},\qquad
J_n=\frac{2h}{\hbar}\operatorname{Im}(\psi_n^*\psi_{n-1}),
\]

so \(J_n\) is the current from site \(n-1\) to site \(n\). For an outgoing wave \(\psi_1=e^{ika}\psi_0\), and

\[
J_1=\frac{2h}{\hbar}|\psi_0|^2\operatorname{Im}e^{-ika}
=-\frac{2h\sin ka}{\hbar}|\psi_0|^2=\frac{\Gamma}{\hbar}|\psi_0|^2 .
\]

This is the current estimated at the start. \(\Gamma/\hbar\) is the escape rate per unit probability on site 0 in a stationary outgoing state.

It need not be the rate of an exponential decay. Place an electron at time zero on the end site of a chain with equal bonds and equal on-site energies. With energies measured from \(e_0\), \(\langle H\rangle=0\) and \(\langle H^2\rangle=t^2\). The amplitude to stay begins as \(1-t^2\tau^2/(2\hbar^2)\) at time \(\tau\), and the probability as \(1-t^2\tau^2/\hbar^2\). At the band centre \(\Gamma=2t\), and at \(\tau=\hbar/\Gamma=\hbar/(2t)\) this estimate gives 0.75. Numerical evolution gives 0.775, whereas an exponential would give 0.368.

A weak contact bond makes the decay nearly exponential over the first few lifetimes if the level lies inside the band and its broadening is small compared with the distance to the band edges. With a bond of \(0.1h\), and the level placed so that its shifted energy is the \(x\) of the example below, the survival after one lifetime is 0.370.

## A contact bond different from the chain bond

If the contact hopping is \(h_c\), only the factor \(V_{01}^2\) changes. With \(r=(h_c/h)^2\),

\[
\Sigma_c=h_c^2g_{11}=r\,h\,e^{ika},\qquad \Gamma_c=r\,\frac{\hbar v}{a}.
\]

The equality \(\Gamma=\hbar v/a\) thus needs bonds of equal magnitude. To see the effect on transport, let a chain with hopping \(h\) extend to both sides, with the single bond between sites 0 and 1 equal to \(h_c\). Write \(\theta=ka\), \(q=h_c/h\), and

\[
\psi_n=e^{in\theta}+Re^{-in\theta}\ (n\le0),\qquad
\psi_n=s\,e^{in\theta}\ (n\ge1).
\]

Each form, continued one site past the bond, would satisfy the uniform-chain equation. Comparing that with the true equations at sites 0 and 1 gives

\[
q\,s\,e^{i\theta}=e^{i\theta}+Re^{-i\theta},\qquad q(1+R)=s .
\]

Eliminating \(s\), with \(q^2=r\),

\[
R=\frac{(1-r)e^{i\theta}}{re^{i\theta}-e^{-i\theta}},\qquad
1+R=\frac{2i\sin\theta}{re^{i\theta}-e^{-i\theta}} .
\]

Both sides have the same velocity, so the transmission is \(T=|s|^2=r|1+R|^2\). The squared denominator is \(1+r^2-2r\cos2\theta=(1-r)^2+4r\sin^2\theta\), and

\[
T=\frac{4r\sin^2ka}{(1-r)^2+4r\sin^2ka}.
\]

For \(r=1\) there is no reflection. For any other nonzero \(r\), \(T\) goes to zero at the band edges.

## Worked example: the lead of a nanowire transistor

Take a narrow n-type semiconductor wire with rough, typical parameters: effective mass \(m=0.20\,m_0\), where \(m_0\) is the free-electron mass, and a square section of side 5 nm with hard walls. The electron is \(\varepsilon=0.10\) eV above the bottom of the lowest subband. On a grid of spacing \(a\), the second derivative in the effective-mass equation becomes

\[
-\frac{\hbar^2}{2m}\,\frac{\psi_{n+1}-2\psi_n+\psi_{n-1}}{a^2},
\]

which is a chain with \(h=-t\), \(t=\hbar^2/(2ma^2)\) and \(e_0\) at \(2t\) above the subband bottom. For \(a=0.50\) nm,

\[
t=\frac{0.1905\ \text{eV nm}^2}{0.25\ \text{nm}^2}=0.762\ \text{eV},\qquad
x=0.100-1.524=-1.424\ \text{eV}.
\]

Then \(\cos ka=1.424/1.524=0.9344\), so \(ka=0.364\) and \(\sin ka=0.3563\). The self-energy and broadening are

\[
\Sigma=-0.762\,(0.9344+0.3563\,i)=-0.712-0.2715\,i\ \text{eV},\qquad
\Gamma=0.543\ \text{eV}.
\]

The escape rate is \(\Gamma/\hbar=8.25\times10^{14}\ \text{s}^{-1}\). Multiplied by \(0.50\) nm, it gives \(v=4.12\times10^5\) m/s. A wave packet with a standard deviation of 40 sites, followed numerically over 300 sites, moved at this speed to within about 0.01 %.

The self-energy was also compared with direct solutions of chains of 200,000 sites at \(\eta=10^{-4}\) eV, for both signs of \(h\), at the \(x\) above and at \(x=0.5t,\ 1.6t,\ \pm2.2t\). The largest difference was \(1.4\times10^{-4}\) eV. This is the expected effect of finite \(\eta\): differentiating \(L+1/L=x/h\) gives \(|d\Sigma/dx|=1/(2|\sin ka|)=1.40\) at the example's energy.

**Dependence on the grid.** Since \(ta^2=\hbar^2/(2m)\),

\[
v=\frac{a}{\hbar}\sqrt{4t\varepsilon-\varepsilon^2}
=\sqrt{\frac{2\varepsilon}{m}}\,\sqrt{1-\frac{\varepsilon}{4t}} .
\]

The first factor is the continuum velocity, \(4.19\times10^5\) m/s; the grid lowers it by 1.65 %. At \(a=0.25\) nm the error is 0.41 %, but \(\Gamma\) has risen to 1.10 eV. The velocity converges while \(\Gamma\) grows as \(1/a\), because a site then stands for a shorter piece of wire. In a grid calculation, \(\Gamma\) by itself is not a property of the contact.

**Below the band.** At 0.10 eV below the subband bottom, on the 0.50 nm grid, \(\Sigma=-0.531\) eV is real. The amplitude falls by the factor 0.697 per site, a decay length of 1.39 nm.

**A weakened bond.** For \(h_c=0.8h\), \(r=0.64\). At the example's energy \(\Gamma_c=0.64\times0.543=0.348\) eV, and

\[
T=\frac{4(0.64)(0.3563)^2}{(0.36)^2+4(0.64)(0.3563)^2}=0.715 .
\]

At this energy and on this grid, weakening one bond by 20 % reflects more than a quarter of the current. The same ratio \(h_c/h\) on the 0.25 nm grid gives \(T=0.39\), because \(\sin ka\) is smaller there. A bond ratio therefore describes a physical contact only together with the grid spacing for which it was chosen.

## How far the model is from a real contact

If 0.10 eV is taken as the Fermi energy, one valley at zero temperature holds \(2k/\pi\) electrons per length, spin included. Divided by the wire section of 25 nm\(^2\), this is \(1.9\times10^{19}\ \text{cm}^{-3}\), which is in the heavily doped range used for contacts. Several neglected effects were estimated, each separately.

- **Band shape.** Take \(E(1+\alpha E)\) equal to the parabolic kinetic energy, with a rough \(\alpha=0.5\) eV\(^{-1}\) and \(E\) counted from the bulk band edge, so that the confinement term of 0.150 eV is included. With \(\varepsilon\) held fixed, the velocity is 12 % below the parabolic continuum value; without the confinement term it would be 7 % below.
- **Anisotropic mass.** If the transport direction has a mass of \(0.9\,m_0\), the continuum velocity at the same \(\varepsilon\) is 53 % lower. Where such valleys carry the current, this is the largest change of velocity in the list.
- **Temperature.** At 300 K the Fermi energy is 3.9 \(k_BT\). Averaging \(\Gamma\) over the thermal window \(-\partial f/\partial E\), with \(f\) the Fermi function, lowers it by 3.6 %; about 2 % of the window lies below the subband and is counted with \(\Gamma=0\). Averaged over the part inside the band alone, the lowering is 1.5 %.
- **Second subband.** It starts 0.226 eV above the first, where the Fermi function is 0.8 %. Nonparabolicity reduces the spacing to 0.183 eV and raises this to 3.9 %. These figures assume a mass of \(0.20\,m_0\) in both directions across the wire. If one of them has \(0.9\,m_0\), the parabolic spacing is only 0.050 eV and the Fermi function at the second subband is 87 %. The lead then has more than one conducting subband, and a single chain does not describe it. In a material whose valleys have masses \(0.2,\ 0.2,\ 0.9\,m_0\), with the wire along a principal axis, this is the rule: the valleys with the light transport mass have one heavy transverse mass and lie lowest, at 0.092 eV of confinement energy against 0.150 eV. The example, with \(0.20\,m_0\) in all directions, does not stand for such a wire.
- **Scattering.** A rough mobility of 200 cm\(^2\)/Vs gives a scattering time \(\tau_s=23\) fs. If this is also taken as the lifetime of a Bloch state, which is a further assumption, replacing \(E\) by \(E+i\hbar/(2\tau_s)\) in the lead lowers \(\Gamma\) by 2.4 %. This describes an average only. If the scatterers are static, modelled as uncorrelated random on-site energies of rms 0.089 eV, which give the same lifetime in the Born approximation, then 10 nm of such a lead already spreads \(\Gamma\) from sample to sample by about 1.4 times its clean value, with a median near 0.6 of it. The mean free path \(v\tau_s\) is 9.4 nm, and the backscattering length that sets the transmission of one channel is twice that, about 19 nm. A lead of about that length adds a Drude resistance near 13 k\(\Omega\), equal to the quantum resistance of one spin-degenerate channel, which this self-energy does not contain.

The potential in the lead was taken as flat. Band bending, a Schottky barrier or individual dopants near the junction break the uniformity on which the recursion rests. Such a region belongs in the device part, with the chain attached where the potential can be treated as uniform. If donors in the wire supply the density above, there is one per 2.2 nm along the whole lead, about every four sites, so the uniform chain is an idealized reservoir with the dopant charge smeared out, not a region found in the real wire. The size of these effects was not estimated here. Most of the values quoted above are collected in the numerical output.

## Values computed for the example and the checks

```
effective mass: 0.20 m0; grid spacing a: 0.50 nm
wire side: 5.0 nm; temperature: 300 K
energy above subband bottom: 0.100 eV
hbar^2/(2m): 0.19050 eV nm2
t = -h: 0.7620 eV; full band width 4t: 3.0480 eV
x = E - e0: -1.4240 eV; cos(ka): 0.93438
ka: 0.3643 rad; k: 0.7285 1/nm; sin(ka): 0.35627
Re Sigma: -0.7120 eV; Im Sigma: -0.2715 eV
broadening Gamma: 0.5430 eV
group velocity Gamma*a/hbar: 4.1245e+05 m/s
escape rate Gamma/hbar: 8.2489e+14 1/s
wave-packet velocity: 4.1241e+05 m/s
long-chain check, small imaginary energy: 1.0e-04 eV
long-chain check, largest Sigma difference: 1.4e-04 eV
device check, largest Green difference: 2.7e-15 1/eV
same energy below bottom, Sigma: -0.5315 eV
below bottom, amplitude factor per site: 0.6975
below bottom, amplitude decay length: 1.388 nm
weak level, coupling ratio: 0.10
weak level, survival after hbar/Gamma_weak: 0.3697
exponential law would give: 0.3679
full coupling at band centre, survival at hbar/(2t): 0.7746
fine grid: a = 0.25 nm, t = 3.0480 eV
fine grid Gamma: 1.0996 eV
fine grid velocity: 4.1766e+05 m/s
continuum velocity: 4.1938e+05 m/s
grid error of velocity, coarse: -1.65 %
grid error of velocity, fine: -0.41 %
kT: 0.02585 eV; energy/kT: 3.87
thermal window inside band: 97.95 %
thermally averaged Gamma: 0.5236 eV (-3.6 %)
electron density, one valley, T=0: 1.86e+19 cm^-3
second subband above first: 0.2256 eV
second subband bottom occupation: 7.70e-03
nonparabolicity: 0.50 1/eV
nonparabolic subband spacing: 0.1831 eV
nonparabolic second-subband occupation: 3.86e-02
nonparabolic velocity: 3.6887e+05 m/s (-12.0 % from continuum)
transport mass 0.90 m0, continuum velocity change: -52.9 %
mobility: 200 cm2/Vs; scattering time: 22.74 fs
scattering half-width hbar/(2 tau): 0.01447 eV
Gamma with scattering in lead: 0.5300 eV (-2.4 %)
mean free path v*tau: 9.38 nm
contact bond ratio hc/h: 0.80
weakened-bond Gamma: 0.3475 eV
transmission, equal bond: 1.0000
transmission, weakened bond: 0.7149
```
